# Unitary midpoint propagators for real-time TDHF and delta-kick absorption spectra

## What goes wrong with a naive step

Take LiH at a bond length of 1.6 Å in restricted Hartree–Fock with the 6-31G basis, give its electrons a sudden push, and follow the density matrix for 240 as in steps of 2 as. The classical fourth-order Runge–Kutta method returns a matrix $P$ for which the largest element of $P^2-P$ is $4.4\times10^{-7}$. It no longer describes a single determinant, and the defect comes from the integrator alone.

A unitary step cures this, but if the Fock matrix is frozen at the start of each step, the accuracy is poor: halving the step from 1 to 0.5 as reduces the error only from $8.3\times10^{-3}$ to $4.2\times10^{-3}$. Errors here are Frobenius norms of the difference from an eighth-order Runge–Kutta solution with tight tolerances; $P$ itself has norm $\sqrt2$. The push is the kick defined below, with strength $2\times10^{-6}$ V s/m.

The equation to be solved, for a closed shell with fixed nuclei, is

$$i\hbar\,\dot P=[F(P),P],\qquad F(P)=h+G[P].$$

Here $P$ is the density matrix for one spin, with $P^2=P$ and $\mathrm{Tr}\,P=N/2$ for $N$ electrons. The matrix $h$ holds kinetic energy and nuclear attraction, and $G$ is the linear Coulomb-plus-exchange map. The basis is real, orthonormal and fixed; the largest matrix elements quoted in this text refer to the basis of the real ground-state orbitals. Then $h$ and $G$ are real, and $\mathrm{Tr}(A\,G[B])=\mathrm{Tr}(B\,G[A])$.

## Two ways to centre the Fock matrix

Write $U_F(s)=e^{-iFs/\hbar}$. Any step $P'=UPU^\dagger$ with unitary $U$ preserves idempotency, because

$$P'^2=UPU^\dagger UPU^\dagger=UP^2U^\dagger=P'.$$

What remains is the choice of $F$. Over an interval of length $s$ centred at $t_m$, expand $F(t)=F_m+(t-t_m)\dot F_m+O(s^2)$. The linear term integrates to zero, so $\int F\,dt=sF_m+O(s^3)$. Time ordering adds commutators $[F(t_1),F(t_2)]=O(s)$ integrated over an area $O(s^2)$, again $O(s^3)$. A centred $F$ therefore has local error $O(s^3)$; one frozen at the start has $O(s^2)$.

**Exponential midpoint (EM).** With step $\tau$,

$$P_{n+1}=UP_nU^\dagger,\quad U=U_{\bar F}(\tau),\quad \bar F=F\!\left(\tfrac{P_n+P_{n+1}}2\right).$$

The unknown $P_{n+1}$ occurs on both sides. One starts with $P_{n+1}=P_n$ and iterates; each pass needs one Fock build. The first pass is the frozen step, with error $O(\tau^2)$. The second then has $\bar F$ correct to $O(\tau^2)$ and a local error $O(\tau^3)$. Further passes do not raise the order, but they matter for reversibility.

The average $\bar P=(P+P')/2$ is not idempotent:

$$\bar P^2-\bar P=\tfrac14(P+P'+PP'+P'P)-\tfrac12(P+P')=-\tfrac14(P-P')^2.$$

This is harmless, since $\bar P$ serves only to build a Hermitian $\bar F$.

**Modified midpoint (MMUT).** The iteration disappears if the step spans two intervals and uses the density already known at the centre:

$$P_{n+1}=UP_{n-1}U^\dagger,\qquad U=U_{F(P_n)}(2\tau).$$

This costs one Fock build per step. It needs a starting value $P_1$, for which one frozen step is sufficient. To see why, let $\epsilon_n$ be the error norm. Unitary transformation leaves the norm of the old error unchanged, and an error in $P_n$ enters through $2\tau F$, so with a constant $C$

$$\epsilon_{n+1}\le\epsilon_{n-1}+C\tau\,\epsilon_n+O(\tau^3).$$

Over a fixed time there are $O(1/\tau)$ steps. The local errors sum to $O(\tau^2)$, amplified by at most a factor independent of $\tau$. The starting error is also $O(\tau^2)$, so the global order is two. The same argument covers EM.

For the kicked LiH molecule the errors after 240 as are:

| step | EM | MMUT |
|---|---|---|
| 2 as | $9.6\times10^{-4}$ | $1.18\times10^{-3}$ |
| 1 as | $2.4\times10^{-4}$ | $3.0\times10^{-4}$ |
| 0.5 as | $6.0\times10^{-5}$ | $7.4\times10^{-5}$ |

Each halving divides the error by four. On this short run the Runge–Kutta method of the opening, with four Fock builds per step, is the more accurate at equal step: its error at 2 as is $1.3\times10^{-5}$. At 8 as, where it uses as many Fock builds as MMUT at 2 as, its error is $3.2\times10^{-3}$. What the unitary schemes offer is idempotency and reversibility, not a smaller error per step. At 2 as, EM took 7 Fock builds per step when iterated until no element changed by more than $10^{-13}$. At the end of the 2 as runs the largest element of $P^2-P$ was below $10^{-13}$ for both.

## Reversibility and energy

In EM, $P_n=U^\dagger P_{n+1}U$ with the same $\bar F$, because the average is symmetric in the two densities. Exchanging them and replacing $\tau$ by $-\tau$ reproduces the equation, so the converged step is reversible, for $\tau$ small enough that the iteration has a unique limit. Stopping before convergence treats the two ends differently and breaks this symmetry, by an amount that shrinks as the iteration converges.

MMUT can be inverted as $P_{n-1}=U^\dagger P_{n+1}U$, with $U$ built from $P_n$. The reversible object is the pair $(P_{n-1},P_n)$. Restarting from a single density discards half of it.

Since $h$ and $G$ are real, $F(P^*)=F(P)^*$ and $U_{F^*}(\tau)=[U_F(-\tau)]^*$. Complex conjugation followed by forward propagation thus retraces the motion. For LiH at 2 as, after 240 as out and 240 as back, the largest element of the deviation from the conjugated initial density was

- $9\times10^{-14}$ for converged EM and $2.2\times10^{-5}$ for EM with two passes;
- $4\times10^{-14}$ for MMUT with the pair kept and $7\times10^{-5}$ for MMUT restarted at the turn.

The electronic energy is $E(P)=2\,\mathrm{Tr}(hP)+\mathrm{Tr}(P\,G[P])$. With $\Delta=P'-P$ and the symmetry of $G$,

$$E(P')-E(P)=2\,\mathrm{Tr}(h\Delta)+\mathrm{Tr}\big((P+P')G[\Delta]\big)=2\,\mathrm{Tr}(\bar F\Delta).$$

In EM, $U$ commutes with $\bar F$, so $\mathrm{Tr}(\bar FP')=\mathrm{Tr}(\bar FP)$. Converged EM conserves the field-free energy at any step size for which it converges.

For MMUT the same commutation gives $\mathrm{Tr}[F(P_n)(P_{n+1}-P_{n-1})]=0$. This is the difference of successive values of

$$\mathcal E_n=\mathrm{Tr}[h(P_n+P_{n+1})]+\mathrm{Tr}(P_n\,G[P_{n+1}]),$$

which is therefore conserved. The ordinary energy is not: at 2 as it departed from its initial value by up to $1.1\times10^{-3}$ eV, and this variation fell by a factor of 4.0 when the step was halved from 1 to 0.5 as.

## The frequency error of each scheme

A spectrum depends on frequencies, so we need to know how the step shifts them. Consider one occupied orbital $i$ and one virtual orbital $a$, with gap $\hbar\omega=\varepsilon_a-\varepsilon_i$, and a small disturbance of the ground state $P_0$. To first order, idempotency leaves only $\delta P_{ai}$ and its conjugate $\delta P_{ia}$. The Fock matrix responds as

$$\delta F_{ai}=a\,\delta P_{ai}+b\,\delta P_{ia},$$

with real energies $a$ and $b$. For a closed shell, in terms of two-electron integrals, $a=2(ai|ia)-(aa|ii)$ and $b=(ai|ai)$.

In continuous time, $i\hbar\,\delta\dot P_{ai}=\hbar\omega\,\delta P_{ai}+\delta F_{ai}$. Insert $\delta P_{ai}=Xe^{-i\Omega t}+Ye^{i\Omega t}$ with real $X,Y$ and compare exponentials:

$$\hbar\Omega X=(\hbar\omega+a)X+bY,\qquad -\hbar\Omega Y=(\hbar\omega+a)Y+bX.$$

Eliminating $X$ and $Y$ gives the TDHF frequency $\hbar^2\Omega_0^2=(\hbar\omega+a)^2-b^2$.

During a numerical step of length $s$, $\delta F_{ai}$ is constant. The linear equation then integrates to

$$\delta P_{ai}^{\rm new}=e^{-i\omega s}\delta P_{ai}^{\rm old}-\frac{1-e^{-i\omega s}}{\hbar\omega}\,\delta F_{ai}.$$

Multiplication by $e^{i\omega s/2}$ makes it symmetric:

$$e^{i\omega s/2}\delta P_{ai}^{\rm new}-e^{-i\omega s/2}\delta P_{ai}^{\rm old}=-\frac{2i\sin(\omega s/2)}{\hbar\omega}\,\delta F_{ai}.$$

**MMUT.** Here $s=2\tau$, and $\delta F$ belongs to the central time. For the $X$ part the left side is $2i\sin[(\omega-\Omega)\tau]X$; the $Y$ part follows by $\Omega\to-\Omega$. With $q=\sin(\omega\tau)/(\hbar\omega)$,

$$\sin[(\Omega-\omega)\tau]X=q(aX+bY),\qquad -\sin[(\Omega+\omega)\tau]Y=q(aY+bX).$$

Eliminating $X$ and $Y$ yields

$$\{\sin[(\Omega-\omega)\tau]-qa\}\{\sin[(\Omega+\omega)\tau]+qa\}=-q^2b^2.$$

The product of the sines is $\sin^2\Omega\tau-\sin^2\omega\tau$, and their difference, first minus second, is $-2\cos\Omega\tau\sin\omega\tau$. Hence

$$\sin^2\Omega\tau=\sin^2\omega\tau\left[1+\frac{2a}{\hbar\omega}\cos\Omega\tau+\frac{a^2-b^2}{(\hbar\omega)^2}\right].\tag{1}$$

**EM.** Now $s=\tau$, and averaging the end densities multiplies $\delta F$ by $\cos(\Omega\tau/2)$. In (1), replace $\tau$ by $\tau/2$, and $a,b$ by $a\cos(\Omega\tau/2),\,b\cos(\Omega\tau/2)$. Since $2a/\hbar\omega+(a^2-b^2)/(\hbar\omega)^2=\Omega_0^2/\omega^2-1$,

$$\sin^2\tfrac{\Omega\tau}2=\sin^2\tfrac{\omega\tau}2\left[\sin^2\tfrac{\Omega\tau}2+\frac{\Omega_0^2}{\omega^2}\cos^2\tfrac{\Omega\tau}2\right].$$

Moving the first term on the right to the left and dividing by cosines gives

$$\tan\frac{\Omega\tau}2=\frac{\Omega_0}{\omega}\tan\frac{\omega\tau}2.\tag{2}$$

Expanding (2) with $\tan x\approx x+x^3/3$, and (1) with $\sin^2x\approx x^2-x^4/3$ and $\cos x\approx1-x^2/2$, gives the leading relative shifts

$$\left.\frac{\Omega-\Omega_0}{\Omega_0}\right|_{\rm EM}=\frac{\tau^2(\omega^2-\Omega_0^2)}{12},\qquad\left.\frac{\Omega-\Omega_0}{\Omega_0}\right|_{\rm MMUT}=\frac{\tau^2(\Omega_0^2-\omega^2-3\omega a/\hbar)}6.$$

Without feedback, $a=b=0$, both vanish: a constant $F$ is propagated without phase error.

H₂ at 0.74 Å in the STO-3G basis has just one such pair, with $\hbar\omega=34.006$, $a=-8.199$ and $b=4.931$ eV. Thus $\hbar\Omega_0=\sqrt{25.807^2-4.931^2}=25.332$ eV. This is a minimal-basis value that serves only to test the formulas; in aug-cc-pVTZ the first bright line polarized along the bond lies at 12.68 eV. For $\tau=10$ as, $\omega\tau/2=0.2583$ and its tangent is 0.2642. Multiplication by $25.332/34.006$ gives 0.1968, whose arctangent 0.1943 corresponds to 25.58 eV. Frequencies extracted from weakly kicked propagation are 25.58 eV for EM and 25.64 eV for MMUT. At 20 as they are 26.35 and 26.45 eV.

## The second solution of MMUT

Equation (1) is quadratic in $\cos\Omega\tau$. Its second root lies near $-1$ for small steps and describes a disturbance that changes sign at every step. Put $\Omega\tau=\pi-\Omega'\tau$. The sine is unchanged and the cosine changes sign, so for $\tau\to0$

$$\hbar^2\Omega'^2=(\hbar\omega-a)^2-b^2.$$

The staggered part feels the coupling with reversed sign. If $|\hbar\omega-a|<|b|$ it grows exponentially, even where $\Omega_0$ is real, and the growth rate does not vanish with the step.

A two-level mean-field model shows this. Let $F=h+g\,x\,\mathrm{Tr}(xP)$, where $h$ has a gap of 1 eV and $x$ exchanges the two levels, so that $a=b=g$. Then $\hbar^2\Omega'^2=\hbar\omega(\hbar\omega-2g)$, which is negative for $g>0.5$ eV. After a rotation $e^{-i\theta x}$ of the ground state with $\theta=10^{-6}$, followed by 600 steps of 30 as, the largest deviation of $P$ from the ground state was:

- for $g=0.3$ eV, $1.0\times10^{-6}$ with either method;
- for $g=0.7$ eV, $1.0\times10^{-6}$ with EM and $2.2\times10^{-2}$ with MMUT.

The predicted rate for vanishing step is $\sqrt{1.4-1}\ \mathrm{eV}/\hbar=9.61\times10^{14}\ \mathrm{s^{-1}}$, and the run gave the same value to three digits.

This does not contradict second-order convergence. At fixed duration the growth factor is fixed, while the initial staggered part shrinks with $\tau$. That part is, to leading order, half the mismatch between $P_1$ and the non-staggered solution of the MMUT recursion itself: $O(\tau^2)$ after a frozen start and $O(\tau^3)$ after an EM start. A better start delays the trouble but does not remove it; in the unstable regime EM is the safer choice.

The model has a purely repulsive coupling and is not closed-shell TDHF. For one TDHF pair write $J=(aa|ii)$ and $b=(ai|ai)$, with $J\ge b$. Then $\hbar^2\Omega'^2=(\hbar\omega+J-3b)(\hbar\omega+J-b)$, which is negative only if $\hbar\omega+J<3b$. This implies $\hbar\omega-J-b<2(b-J)\le0$, the condition for the restricted solution to be unstable toward spin polarization. H₂ in STO-3G stretched to 2.5 Å is such a case: $\hbar^2\Omega_0^2=24.5$ eV² but $\hbar^2\Omega'^2=-31.4$ eV², and the staggered mode grows by 1.7% per step of 2 as.

For many pairs, the linear-response equations keep their form with matrices $\mathcal A=D+K$ and $\mathcal B$ in place of $\hbar\omega+a$ and $b$, where $D$ holds the orbital gaps. Adding and subtracting them shows that $\hbar^2\Omega^2$ are the eigenvalues of $(\mathcal A-\mathcal B)(\mathcal A+\mathcal B)$. The staggered modes use $D-K$ and $-\mathcal B$. For LiH in 6-31G their lowest energy is 12.4 eV (10.3 eV in aug-cc-pVTZ), and all are real, so MMUT has no linear staggered instability there at small steps.

## From a kick to a spectrum

An electron in a field $E_z(t)$ has potential energy $+ezE_z$, with $e>0$. Choose $E_z=\kappa\,\delta(t)$, with $\kappa$ in V s/m. During the infinitely short pulse the finite $F$ contributes nothing, so

$$P(0^+)=e^{-ie\kappa z/\hbar}P_0\,e^{+ie\kappa z/\hbar}.$$

This too is unitary and preserves idempotency. The induced dipole is $\delta\mu(t)=-2e\,\mathrm{Tr}[z(P-P_0)]$, the factor 2 counting spins. Half the difference of runs with $+\kappa$ and $-\kappa$ removes the even powers of $\kappa$.

To first order the kick changes $P$ by an imaginary matrix, so the dipole starts from zero and each mode contributes a sine:

$$\frac{\delta\mu(t)}\kappa=\frac{e^2}{m}\sum_kf_k\frac{\sin\Omega_kt}{\Omega_k},$$

where $m$ is the electron mass; this defines the oscillator strengths $f_k$ along $z$. For a line polarized along $z$, $f_k$ is three times the customary orientation-averaged value. A damping $e^{-\eta t}$ makes the Fourier integral converge:

$$\alpha(\omega)=\frac1\kappa\int_0^\infty\!\delta\mu(t)\,e^{i\omega t-\eta t}dt=\frac{e^2}m\sum_k\frac{f_k}{\Omega_k^2-(\omega+i\eta)^2}.$$

From here on $\omega$ is the light frequency. A field of amplitude $E_0$ loses the mean power $\frac12\omega\,\mathrm{Im}\,\alpha\,E_0^2$ and carries the intensity $\frac12\varepsilon_0cE_0^2$. Their ratio is the cross section $\sigma=\omega\,\mathrm{Im}\,\alpha/(\varepsilon_0c)$ for molecules aligned with the polarization. For one line,

$$\omega\,\mathrm{Im}\,\alpha=\frac{e^2f}m\,\frac{2\eta}{[(\Omega^2+\eta^2-\omega^2)/\omega]^2+4\eta^2}.$$

The maximum lies at $\omega^2=\Omega^2+\eta^2$, where $\sigma=e^2f/(2m\varepsilon_0c\,\eta)$. The damping thus sets the width, shifts the peak by about $\eta^2/2\Omega$, and must be divided out to obtain $f$.

For LiH, take $\kappa=10^{-8}$ V s/m, MMUT steps of 2 as, a length of 30 fs and $\hbar\eta=0.2$ eV. The damping factor at the end is $1.1\times10^{-4}$, so truncation is mild. Diagonalizing the linear-response matrices puts the first bright line at 4.100 eV with $f=0.2003$. The expected peak is at $4.100+0.04/8.2=4.105$ eV, and the propagated spectrum has it at 4.105 eV. Its height, $3.504\times10^{-21}\ \mathrm{m^2}$, gives $f=0.2006$; the small excess also appears in the broadened linear-response sum and comes from the tails of other lines. Between 2 and 16 eV the largest difference between the two curves is 0.82% of the maximum of the linear-response curve in that range.

At $t=0^+$ the slope of $\delta\mu/\kappa$ is $(e^2/m)\sum_kf_k$. It gives a sum of 2.26, as does the diagonalization. Equality with the electron number, 4, is guaranteed only in a complete basis, which 6-31G is not: the sum is 3.21 in aug-cc-pVTZ and 4.08 with cc-pCVTZ on Li and cc-pVTZ on H. The first line is not converged either; in triple- and quadruple-zeta bases it lies at 4.04 to 4.05 eV, about 0.05 eV lower, with $f$ between 0.197 and 0.207. The spectrum also lacks correlation beyond TDHF, nuclear motion and a true ionization continuum, so its lines are those of this model, not measured values.

Numbers in the example were calculated in double precision.
